Why germanium piles up ahead of a selectively growing silicon oxide

**The number that controls the pile-up**

An oxide grows on a silicon-germanium alloy and takes silicon but no germanium. The alloy surface recedes at speed v into a crystal of initial germanium site fraction c0, and germanium moves in the crystal with interdiffusivity D. After time t a thickness s = vt of crystal has been consumed. What is the germanium fraction at depth y below the surface?

The dimensional quantities are v (nm/s), D (nm²/s), s (nm) and y (nm). The ratio v/D is an inverse length, so it cannot fix a composition alone. It must multiply a length, which leaves two pure numbers:

P = vs/D,  η = vy/D.

The diffusion equation and the condition at the front, derived below, are linear and homogeneous in the germanium fraction c. Doubling c0 therefore doubles c everywhere, and the answer must have the form

c = c0 u(η, P).

At the front, η = 0, the enrichment c/c0 depends on P alone. Growth speed relative to diffusivity matters, but only together with the thickness consumed.

The total excess germanium depends on neither v nor D. Consumed crystal of thickness s held germanium equivalent to a pure layer of thickness c0 s, and all of it stays in the alloy. Speed and diffusivity decide whether this amount forms a tall, thin layer or a low, wide one.

The model is one-dimensional, with a thick crystal, constant D, equal site densities in silicon and germanium, and no strain or loss of germanium. Note that s is consumed crystal, not oxide thickness.

**Why the oxide takes silicon**

Let exchanging one germanium atom of the alloy with one silicon atom of the oxide cost energy E. Let q be the germanium fraction of the oxide cations. For ideal mixing, n germanium and m silicon atoms contribute the free energy

kT [n ln(n/(n+m)) + m ln(m/(n+m))].

Its derivative with respect to n at fixed n+m is kT ln(n/m), because the remaining terms cancel. The exchange adds germanium to the oxide and removes it from the alloy, so at equilibrium

E + kT ln[q/(1−q)] − kT ln[c/(1−c)] = 0,
q/(1−q) = [c/(1−c)] exp(−E/kT).

With the round model value E = 3 eV at 1200 K, the exponential is 2.5×10⁻¹³. Over an alloy surface with c = 0.8 the oxide holds a germanium fraction of 4 × 2.5×10⁻¹³ = 1.0×10⁻¹². For the oxide to hold 1% germanium, the silicon fraction left at the alloy surface must fall to 2.5×10⁻¹¹. Rejection is thus nearly perfect until the surface is almost pure germanium. This rests on local equilibrium; if oxidation outruns the exchange, germanium can enter the oxide earlier.

**Balance at the moving front**

Let z be depth measured from the original surface. The crystal occupies z > s(t), and inside it c_t = D c_zz, where subscripts denote derivatives. Take a fixed depth Z so deep that c_z = 0 there. The germanium between the front and Z changes at the rate

d/dt ∫ c dz = −v c(s) + ∫ D c_zz dz = −v c(s) − D c_z(s).

The first term comes from the moving lower limit. No germanium leaves, so the sum is zero. With y = z − s, a point at fixed y moves through the crystal at speed v, which adds v c_y to the time derivative. Hence

c_t = D c_yy + v c_y,  y > 0,
D c_y + v c = 0,  y = 0.

Since v c is positive, c_y is negative: germanium is highest at the front and diffuses inward as fast as the front sweeps it up.

Silicon obeys the matching balance. Its fraction is 1 − c, and per lattice site it reaches the front at the rate

v(1−c) + D ∂(1−c)/∂y = v(1−c) − D c_y = v(1−c) + v c = v.

This is the rate at which sites vanish, as it must be if every vanished site supplied a silicon atom. The part v(1−c) is swept up directly; the rest arrives by interdiffusion.

The same bookkeeping gives the excess. The region down to Z still holds its original germanium c0 Z, now within thickness Z − s, so

∫ (c − c0) dy = c0 Z − c0(Z − s) = c0 s.

**Constant speed: the solution**

Set u = c/c0 and τ = v²t/D, which equals P because s = vt. Every term of the transport equation acquires the factor c0 v²/D, leaving

u_τ = u_ηη + u_η,  u_η + u = 0 at η = 0,  u = 1 at τ = 0.

Define w = u_η + u, the scaled germanium flux toward the front. Then u_τ = w_η. Because the equation has constant coefficients, w obeys it too, with simpler conditions: w = 0 at the front and w = 1 initially.

In the crystal frame a point source starting at η0 spreads as a Gaussian. Seen from the front, it is

exp[−(η+τ−η0)²/4τ]/√(4πτ).

To make w vanish at η = 0, subtract an image starting at −η0 with weight A. Equality at η = 0 requires

A = exp{[(τ+η0)² − (τ−η0)²]/4τ} = exp(η0).

This weight does not depend on time, so the image is itself a solution. Now integrate over η0 from 0 to ∞. The direct sources give 1 − ½ erfc[(η+τ)/2√τ]. For the images, completing the square gives

η0 − (η+τ+η0)²/4τ = −η − (η0+η−τ)²/4τ,

so they contribute ½ exp(−η) erfc[(η−τ)/2√τ]. Therefore

w = 1 − ½ erfc[(η+τ)/2√τ] − ½ exp(−η) erfc[(η−τ)/2√τ].

At the front both complementary error functions have squared argument τ/4. Differentiating, with F = erf(√τ/2), gives

w_η(0,τ) = exp(−τ/4)/√(πτ) + ½(1 + F).

This equals du_s/dτ, where u_s is the front value of u. To integrate it, note that dF/dτ = exp(−τ/4)/[2√(πτ)]. The first term therefore integrates to 2F. The second requires, by parts,

½∫F dτ = ½τF − ½∫τ (dF/dτ) dτ.

From the derivative of √τ exp(−τ/4),

√τ exp(−τ/4) = 2 exp(−τ/4)/√τ − 4 d[√τ exp(−τ/4)]/dτ.

Since τ dF/dτ = √τ exp(−τ/4)/(2√π), integrating this identity gives

∫τ (dF/dτ) dτ = 2F − 2√(τ/π) exp(−τ/4).

Adding the initial value 1 and all the pieces,

u_s = 1 + 2F + τ/2 + τF/2 − F + √(τ/π) exp(−τ/4),

u_s = (1 + P/2)[1 + erf(√P/2)] + √(P/π) exp(−P/4).

The full profile follows from u_η + u = w with this front value. Write

a = erfc[(η+τ)/2√τ],
b = exp(−η) erfc[(η−τ)/2√τ],
g = exp[−(η+τ)²/4τ]/√(πτ).

Then

u = 1 + ½(1+τ−η)b − ½a + τg.

To check it, use a_η = −g, b_η = −b − g and g_η = −(η+τ)g/2τ. In u_η + u the terms in g have the coefficient

τ − ½(1+τ−η) + ½ − ½(η+τ) = 0,

and what remains is 1 − ½a − ½b = w. At η = 0, a = 1 − F and b = 1 + F, which returns u_s. A first-order equation with a given starting value has one solution, so this is the profile.

**Two regimes**

For small P, erf(√P/2) ≈ √(P/π), and

u_s ≈ 1 + 2√(P/π).

Diffusion has spread the excess over a depth of order √(Dt), much larger than s. At fixed s, the front excess grows as the square root of v/D.

For large P, the error function tends to 1 and

u_s ≈ 2 + P.

At fixed η, b tends to 2 exp(−η), a and τg vanish, and the profile becomes

u ≈ 1 + (1 + P − η) exp(−η).

The layer now has a decay length D/v set by the competition between sweeping and diffusion. It stops widening, so further rejected germanium makes it taller.

**How large: the same excess at two speeds**

Take round parameters c0 = 0.20 and D = 0.10 nm²/s, and consume 10 nm of crystal. The excess is 0.20 × 10 = 2.0 nm of pure-germanium equivalent at either speed.

At v = 0.020 nm/s this takes 500 s. The decay length is D/v = 0.10/0.020 = 5.0 nm, and P = 10/5.0 = 2.0. The front fraction is

c_s = 0.20 × 3.849 = 0.770.

At 5, 10 and 20 nm below the front it has fallen to 0.340, 0.231 and 0.201. Dividing the excess by the front enrichment gives an equivalent width of 2.0/(0.770 − 0.20) = 3.5 nm.

At v = 0.002 nm/s the same consumption takes 5000 s. Now D/v = 50 nm and P = 0.20, so

c_s = 0.20 × 1.613 = 0.323.

The fractions at the same three depths are 0.294, 0.270 and 0.238, and the equivalent width is 16 nm. This is well below D/v because P is small: the layer is still spreading by diffusion and has not reached its late shape.

Slowing growth tenfold has not removed any germanium; it has lowered the front value by moving germanium deeper. An independent atom count in the fixed crystal frame, told that sites vanish while germanium stays, gives front fractions of 0.769 and 0.323. The tests require agreement within 1% of the formula values. The numerical output follows this text.

**Where selective growth must stop**

A site fraction cannot exceed 1. The constant-speed solution therefore ends when u_s = 1/c0. For c0 = 0.20 this occurs at P = 3.086, close to the value 3 from the large-P law. The crystal consumed by then is

s* = 3.086 D/v,

or 15 nm at the faster speed and 154 nm at the slower. The atom count run to the first of these depths finds a front fraction of 0.999.

Beyond s*, silicon cannot reach the front fast enough to sustain the imposed speed. Either growth slows to the rate of silicon supply, or germanium enters the oxide. The present model does not choose between them, since that depends on how the oxidant reaches and reacts with the surface.

If the speed is held and the front stays almost pure germanium, the germanium fraction of the atoms taken up must eventually rise to c0, the fraction the crystal supplies. A simpler case, with partial uptake from the start, shows how such a balance arises. Suppose germanium supplies a fraction k c_s of the atoms taken by the oxide, with constant k. The front balance becomes

D c_y + v c = v k c_s,  y = 0.

In a steady state D c_y + v c is the same at every depth, and deep in the crystal it equals v c0. Thus k c_s = c0, and

c = c0 [1 + (1/k − 1) exp(−vy/D)].

The oxide then removes germanium in the proportion in which the crystal supplies it. This steady state requires k to be at least c0; for smaller k the front reaches pure germanium first. For k = 0.5 and c0 = 0.20 the front settles at 0.20/0.5 = 0.40, which the atom count reproduces. If k = 1, there is no pile-up at all, so selectivity is its cause. If k = 0, the flux toward the front would have to be both zero at the surface and v c0 at depth. Perfect rejection at constant speed therefore has no steady state.

**Parabolic growth: a constant front composition**

When transport through the oxide limits growth, the recession follows s² = Kt. Differentiation gives v = K/2s, so

vs/D = K/2D.

The falling speed exactly offsets the growing thickness, and the controlling number is constant. A constant front composition is then possible. In the crystal frame, try

c = c0 + A erfc[z/2√(Dt)],

which satisfies the diffusion equation and tends to c0 at depth. Define λ = ½√(K/D). At the front, z/2√(Dt) = λ and v = λ√(D/t), while

c_z = −A exp(−λ²)/√(πDt).

Insert these into D c_z + v c = 0 and divide by √(D/t):

A exp(−λ²)/√π = λ(c0 + A erfc λ) = λ c_s.

The first equality gives A[exp(−λ²)/√π − λ erfc λ] = λ c0. Substituting this A into c_s = A exp(−λ²)/(√π λ) gives

c_s = c0/[1 − √π λ exp(λ²) erfc λ].

Time has cancelled. The excess still grows as s, but the layer widens as √t, also in proportion to s, so its height stays fixed. For small λ, c_s ≈ c0(1 + √π λ). For large λ, √π λ exp(λ²) erfc λ ≈ 1 − 1/(2λ²) + 3/(4λ⁴), so c_s ≈ c0(2λ² + 3) = c0(K/2D + 3). This limit is reached with c_s below 1 only in dilute alloys; for c0 = 0.20 the full formula is needed.

For K/D = 1 and c0 = 0.20, the front fraction is 0.440. The atom count gives 0.440 after both 5 and 10 nm of recession. The front reaches pure germanium at K/D = 5.5. Below that critical ratio, this model allows selective growth to continue in a thick crystal; above it, parabolic growth demands silicon faster than diffusion can supply it.

**Why temperature can reverse the outcome**

Suppose K and D follow Arrhenius laws with activation energies E_K and E_D, and K/D = 1 at T0. Then

K/D = exp{[(E_D − E_K)/k](1/T − 1/T0)},

where k in this equation is Boltzmann's constant. If E_D is larger, cooling slows diffusion more than oxidation and sharpens the pile-up, although the oxide grows more slowly.

With a round difference of 2 eV and T0 = 1200 K, the ratio is 0.226 at 1300 K and the front fraction is 0.298. At 1200 K the fraction is 0.440. At 1100 K the ratio is 5.8, above the critical value, and the formula returns 1.03. This is not a composition; it signals that, with a D independent of composition, selective parabolic growth cannot be sustained. If E_K were larger than E_D, the trend would reverse.

**What to do about it**

For parabolic growth, use the formula in K/D, provided D changes little between c0 and the front composition. For growth at constant speed, estimate s from the crystal consumed, then compare it with D/v. If vs/D is well below 1, expect a layer much wider than s, with a front value near c0[1 + 2√(vs/πD)]. Because of the square root, the enrichment fades slowly: at vs/D = 0.01 the front value is still about 12% above c0. If vs/D is well above 1, expect a layer about D/v wide whose front approaches c0(2 + vs/D), and check that this remains below 1.

To limit the front value at constant temperature, grow more slowly or consume less crystal. Once parabolic growth has reached its constant front value, consuming less does not lower that value; K/D must be reduced. If growth begins at nearly constant speed and only later becomes parabolic, the front approaches this value gradually. Raising the temperature reduces K/D if diffusion has the larger activation energy, but the enriched crystal must stay solid: pure germanium melts at about 1211 K, far below silicon.

An anneal without oxidation sets v = 0. The front condition becomes c_y = 0, so the peak spreads inward while the excess c0 s stays the same. In a thick crystal the surface fraction returns toward c0, but slowly: at long anneal times t its excess falls as c0 s/√(πDt).

If the alloy is a film of initial thickness h on a barrier impermeable to both elements, the thick-crystal formulas hold only while the enriched layer is much thinner than the remaining film. If diffusion instead keeps the film uniform, conservation gives

c = c0 h/(h − s).

Slow growth then flattens the profile, but the whole film still becomes richer in germanium. That is useful when enrichment is the aim.

Two further checks matter. In silicon-germanium D rises strongly with germanium fraction, so the numbers above illustrate the model and do not predict a real layer. If D changes appreciably across the range of compositions in the layer, the balances remain valid with D inside the derivative, (D c_y)_y, but the closed formulas do not. A D that rises with c drains the enriched layer faster, so the formulas evaluated with D at c0 overestimate the front value. They can return a value above 1 for a layer that is still growing selectively: if D rises several hundredfold between c0 and pure germanium, the critical K/D for parabolic growth rises from 5.5 to several hundred. And if D/v approaches the spacing of atomic planes, a continuous profile no longer describes the layer; the atoms must then be followed plane by plane.

Values computed for the example and the checks

```
Initial Ge fraction c0 = 0.20
Interdiffusivity D = 0.10 nm^2/s
Consumed crystal s = 10.0 nm
Excess Ge c0*s = 2.00 nm of pure-Ge equivalent
P at which front becomes pure Ge = 3.086
[fast] v = 0.020 nm/s, time = 500 s
[fast] D/v = 5.0 nm, P = vs/D = 2.00
[fast] front/c0 = 3.849
[fast] front Ge fraction, formula = 0.7699
[fast] front Ge fraction, atom count = 0.7694
[fast] excess by quadrature = 2.0000 nm
[fast] excess/(front-c0) = 3.51 nm
[fast] Ge fraction at 5, 10, 20 nm = 0.3402, 0.2306, 0.2009
[fast] s at which front is pure Ge = 15.43 nm
[slow] v = 0.002 nm/s, time = 5000 s
[slow] D/v = 50.0 nm, P = vs/D = 0.20
[slow] front/c0 = 1.613
[slow] front Ge fraction, formula = 0.3226
[slow] front Ge fraction, atom count = 0.3226
[slow] excess by quadrature = 2.0000 nm
[slow] excess/(front-c0) = 16.31 nm
[slow] Ge fraction at 5, 10, 20 nm = 0.2936, 0.2705, 0.2382
[slow] s at which front is pure Ge = 154.32 nm
Atom count at predicted saturation (fast) = 0.9994
Partial uptake k = 0.5: steady front c0/k = 0.400, atom count = 0.4000
Parabolic K/D = 1.0: front, formula = 0.4402
Parabolic atom count at s = 5 and 10 nm = 0.4401, 0.4401
Critical K/D for pure-Ge front = 5.525
Activation-energy difference = 2.0 eV, K/D = 1 at 1200 K
T = 1100 K: K/D = 5.802, front = 1.031 (above 1: selective growth fails)
T = 1200 K: K/D = 1.000, front = 0.440
T = 1300 K: K/D = 0.226, front = 0.298
Exchange energy E = 3.0 eV, exp(-E/kT) at 1200 K = 2.52e-13
Oxide Ge fraction over alloy with c = 0.8: 1.01e-12
Si fraction left in alloy when oxide holds 1% Ge: 2.49e-11
```
